\section*{Why bimolecular quenching plateaus instead of showing the Marcus inverted region}

\section{What dimensions allow}

A bimolecular rate constant $k_q$ has the dimension volume per time. Let an excited molecule and a quencher diffuse with relative diffusion coefficient $D$, and let a pair at distance $r$ transfer an electron at the local rate $k(r)$. In a steady state, time enters through $D$ and $k$ alone, and multiplying both by the same number rescales the clock. Hence
\begin{equation}
k_q=4\pi D\,R_Q[q],\qquad q(r)=\frac{k(r)}{D},
\label{dim}
\end{equation}
where $R_Q$ is a length and $q$ an inverse length squared. The factor $4\pi$ defines the effective quenching radius $R_Q$.

The driving force $G=-\Delta G$ enters only through $q$. If reaction is slow, $R_Q$ is proportional to $q$ and $k_q$ inherits the inverted region of $k$. If reaction is fast, $R_Q$ is set mainly by geometry and a fall in $k$ is hardly visible. A plateau of $k_q$ against $G$ therefore does not show that the elementary step lacks an inverted region. In the model below, inversion of $k_q$ is displaced to larger $G$, not abolished, and a plateau is all that is seen if the accessible driving forces end before that point.

The reaction is a charge shift, $A^{+*}+B\to A+B^+$. One reactant and one product are neutral, so there is no Coulomb work between the partners and $G$ is independent of $r$. Transfer is irreversible, the quencher is dilute, and the excited state lives so long that the steady state is reached. The approach is slow: for a lifetime $\tau_0$ the lifetime-averaged rate constant exceeds the steady value by a fraction of about $R_Q/\sqrt{D\tau_0}$. In the example below, where $R_Q^2/D\approx0.4$ ns, the excess at the peak is still 20\% for $\tau_0=10$ ns and 6\% for 100 ns. The point at which the rate constant has fallen to half its peak moves much less, by 0.03 eV for 10 ns. Return transfer, which matters near $G=0$, and electronically excited products, which could also hide inversion, are left out. Algebra is in atomic units; numerical rates are quoted as $\hbar k$ in eV.

\section{Diffusion: how the local rate is compressed}

\subsection{An equation for the radius}

Let $n(r)$ be the pair density relative to its value at infinity. Diffusive supply balances reaction:
\begin{equation}
\frac{D}{r^2}\frac{d}{dr}\left(r^2n'\right)=k\,n,\qquad n'(\sigma)=0,\qquad n(\infty)=1 .
\label{diff}
\end{equation}
The condition at the contact distance $\sigma$ says that no pairs pass through contact; all reaction is in $k(r)$. Multiplying by $4\pi r^2$ and integrating gives
\begin{equation}
k_q=4\pi\int_\sigma^\infty r^2k\,n\,dr=4\pi D\lim_{r\to\infty}r^2n' .
\end{equation}
Thus $r^2n'\to R_Q$, and beyond the reaction zone $n=1-R_Q/r$.

Put $u=rn$. Then $r^2n'=ru'-u$, whose derivative is $ru''$, so
\begin{equation}
u''=q\,u,\qquad u'(\sigma)=\frac{u(\sigma)}{\sigma},\qquad u\to r-R_Q .
\label{u}
\end{equation}
Define $a(r)=r-u/u'$. It vanishes at contact and tends to $R_Q$. Differentiation gives
\begin{equation}
a'=1-\frac{u'^2-uu''}{u'^2}=\frac{uu''}{u'^2}=q\,(r-a)^2,\qquad a(\sigma)=0 .
\label{ric}
\end{equation}
Here $a(r)$ is the quenching radius of a sink cut off at $r$. Since $u$ and $u'$ are positive, $0\le a<r$, and therefore
\begin{equation}
R_Q\le R_a,\qquad R_a=\int_\sigma^\infty r^2q\,dr=\frac{k_a}{4\pi D}.
\end{equation}
The activation-controlled constant $k_a$ is the result with $n=1$ everywhere. It is approached when $a\ll r$, the slow-reaction limit.

\subsection{Thin and broad reaction zones}

If the zone is much thinner than $\sigma-a$, replace $r$ by $\sigma$ in (\ref{ric}). Then $d[1/(\sigma-a)]=q\,dr$, and since $\int q\,dr=R_a/\sigma^2$,
\begin{equation}
\frac1{\sigma-R_Q}=\frac1\sigma+\frac{R_a}{\sigma^2}
\;\Rightarrow\;
R_Q=\frac{\sigma R_a}{\sigma+R_a}
\;\Rightarrow\;
\frac1{k_q}=\frac1{k_a}+\frac1{k_D},
\label{series}
\end{equation}
with $k_D=4\pi D\sigma$. Transport and reaction act as resistances in series.

Tunnelling gives a broader zone. Take $q=q_0e^{-\beta(r-\sigma)}$ and $z=(2\sqrt{q_0}/\beta)e^{-\beta(r-\sigma)/2}$. Since $dz/dr=-\beta z/2$ and $q=\beta^2z^2/4$, (\ref{u}) becomes
\begin{equation}
z^2\frac{d^2u}{dz^2}+z\frac{du}{dz}=z^2u ,
\end{equation}
with solutions $K_0(z)$ and $I_0(z)$. For a strong sink $z_0=z(\sigma)\gg1$. The contact condition makes the two components comparable at $z_0$, so the coefficient of $I_0$ relative to that of $K_0$ is of order $e^{-2z_0}$ and can be dropped. At large $r$, where $z\to0$,
\begin{equation}
K_0(z)\to-\ln\frac z2-\gamma=\frac\beta2(r-\sigma)-\ln\frac{\sqrt{q_0}}\beta-\gamma ,
\end{equation}
with $\gamma$ Euler's constant. This must be proportional to $r-R_Q$, so
\begin{equation}
R_Q=\sigma+\frac1\beta\left[\ln\frac{q_0}{\beta^2}+2\gamma\right].
\label{log}
\end{equation}
For $\sigma=7$ \AA\ and $\beta=1$ \AA$^{-1}$, raising $q_0$ from 20 to 200 \AA$^{-2}$ moves $R_Q$ from 11.15 to 13.45 \AA. A tenfold change in local rate becomes a 21\% change in $k_q$.

\subsection{Where a change of rate counts}

Vary $q$ by $\delta q$, keeping $u'(\infty)=1$. Then $\delta u''=q\,\delta u+u\,\delta q$. Multiply this by $u$ and subtract $\delta u$ times $u''=qu$:
\begin{equation}
\frac{d}{dr}\left(u\,\delta u'-u'\delta u\right)=u^2\delta q .
\end{equation}
At contact the bracket is $u\,\delta u/\sigma-u\,\delta u/\sigma=0$. Far outside the sink $\delta u=-\delta R_Q$ and $\delta u'=0$, so the bracket is $\delta R_Q$. With $u=rn$,
\begin{equation}
\frac{dk_q}{dG}=4\pi\int_\sigma^\infty r^2n^2\,\frac{\partial k}{\partial G}\,dr .
\label{sens}
\end{equation}
The weight is $n^2$: one factor counts the pairs present, the other the chance that a pair spared at $r$ will not react later anyway. Where reaction is fast, $n$ is small and a loss of rate costs little. Equation (\ref{sens}) also shows that raising $k$ anywhere cannot lower $k_q$.

\section{The local rate}

\subsection{Solvent reorganisation grows with distance}

Let $\mathbf D$ be the displacement field of the charges and $\mathbf P$ the slow solvent polarisation. In a linear continuum whose exclusion from the molecular volumes is neglected,
\begin{equation}
F=\int\left[\frac{|\mathbf D|^2}{8\pi\epsilon_{\rm op}}+\frac{|\mathbf P|^2}{2\chi}-\mathbf P\cdot\mathbf D\right]d^3x .
\end{equation}
The minimum, at $\mathbf P=\chi\mathbf D$, must equal $\int|\mathbf D|^2/(8\pi\epsilon_s)$. This fixes $\chi=(1/\epsilon_{\rm op}-1/\epsilon_s)/4\pi$. If $\mathbf P$ is still adapted to the initial charges when the final ones appear, the excess over the final minimum is
\begin{equation}
\lambda_s=\frac{\chi}{2}\int|\Delta\mathbf D|^2d^3x .
\end{equation}

Model the molecules as charged shells of radii $a_1,a_2$. Then $\Delta\mathbf D=\mathbf E_2-\mathbf E_1$, with $\mathbf E_i$ the field of a unit charge on shell $i$. Integration by parts gives $\int\mathbf E_i\cdot\mathbf E_j\,d^3x=4\pi$ times the potential of shell $i$ averaged over shell $j$. That is $4\pi/a_i$ for $i=j$ and $4\pi/r$ for separate shells, so
\begin{equation}
\lambda_s(r)=\left(\frac1{\epsilon_{\rm op}}-\frac1{\epsilon_s}\right)
\left(\frac1{2a_1}+\frac1{2a_2}-\frac1r\right).
\label{lam}
\end{equation}
At short range the two field changes partly cancel; at long range the solvent must respond to each separately.

\subsection{Rate at fixed distance}

The final-minus-initial solvent energy gap contains $-\int\mathbf P\cdot\Delta\mathbf D\,d^3x$. Its mean is $\lambda_s-G$, because vertical transfer ends $\lambda_s$ above a minimum at $-G$. The Boltzmann factor of $|\mathbf P|^2/2\chi$ makes the gap Gaussian with variance $\chi kT\int|\Delta\mathbf D|^2d^3x=2\lambda_skT$.

One inner mode of frequency $\omega$ changes its equilibrium position. For $\omega\gg kT$ it starts in its ground state. With $b$ the lowering operator of the displaced final oscillator, this state obeys $b|0\rangle=\alpha|0\rangle$ with $|\alpha|^2=S$. Its components $c_v$ on the final levels satisfy $\sqrt{v+1}\,c_{v+1}=\alpha c_v$, so after normalisation $|c_v|^2=e^{-S}S^v/v!$. The mean energy put into the mode is $S\omega$.

Energy conservation requires a solvent gap of $-v\omega$. To lowest order in the electronic coupling $V$, the golden rule gives
\begin{equation}
k=\frac{2\pi V^2}{\sqrt{4\pi\lambda_skT}}
\sum_{v=0}^{\infty}\frac{e^{-S}S^v}{v!}
\exp\left[-\frac{(G-\lambda_s-v\omega)^2}{4\lambda_skT}\right],
\label{rate}
\end{equation}
with $V^2=V_0^2e^{-\beta(r-\sigma)}$. If the inner mode is instead treated classically, its mean $S\omega$ and variance $2S\omega kT$ add to those of the solvent. The result is a single Gaussian with total reorganisation energy $\lambda=\lambda_s+S\omega$. This is the fair reference for the quantum mode, since the total reorganisation energy is the same.

\section{Weighing the contributions}

The example uses round model parameters: $a_1=a_2=3.5$ \AA, $\sigma=7$ \AA, $\epsilon_{\rm op}=1.8$, $\epsilon_s=37$, $V_0=0.02$ eV, $\beta=1$ \AA$^{-1}$, $\omega=0.2$ eV, $S=1.5$, $\hbar D=2\times10^{-4}$ eV \AA$^2$ and $kT=0.02568$ eV. With $e^2=14.40$ eV \AA, (\ref{lam}) at contact gives
\begin{equation}
\lambda_s(\sigma)=14.40\times0.5285\left(\frac1{3.5}-\frac17\right)=1.087\ \text{eV}.
\end{equation}
It rises to 1.413 eV at 10 \AA\ and 2.174 eV at infinity. The inner mode adds $S\omega=0.30$ eV, so $\lambda(\sigma)=1.387$ eV.

The half-fall point measures the delay: it is the $G$ beyond the peak at which a rate has dropped to half its own maximum.

\subsection{Diffusion alone}

Hold $\lambda$ at its contact value and treat the inner mode classically. Then $k_a=k_m\exp[-(G-\lambda)^2/4\lambda kT]$, where $k_m$ is its maximum. Without diffusion the half-fall is at
\begin{equation}
\lambda+\sqrt{4\lambda kT\ln2}=1.387+0.314=1.70\ \text{eV}.
\end{equation}
With diffusion, (\ref{series}) says that $k_q$ falls markedly only when $k_a$ has dropped to $k_D$. Setting $k_a=k_D$ and taking the inverted root,
\begin{equation}
G_c=\lambda+\sqrt{4\lambda kT\ln\frac{k_m}{k_D}}
=1.387+\sqrt{0.1425\times\ln174.4}=2.245\ \text{eV}.
\end{equation}
The full diffusion equation gives $R_Q=3.90$ \AA\ at this point, 11\% above the thin-zone value $\sigma/2$. The zone width, about $1/\beta=1$ \AA, is not very small compared with $\sigma/2$, so (\ref{series}) is only approximate here. The computed half-fall is 2.18 eV; it refers to half the peak of $k_q$, a different criterion. At the peak $q_0=R_a/\int_\sigma^\infty r^2e^{-\beta(r-\sigma)}dr=174.4\times7/65\approx19$ \AA$^{-2}$, so (\ref{log}) gives $R_Q\approx11$ \AA; half of this, about 5.5 \AA, is reached before $G_c$. Diffusion has delayed the fall by 0.48 eV.

\subsection{Reorganisation energy that grows with distance}

As long as $\lambda<G$, a larger $\lambda$ lowers the barrier. Well inside the inverted region, a somewhat more distant pair therefore has weaker coupling but a reorganisation energy better matched to $G$. For the classical mode,
\begin{equation}
\frac{d\ln k}{dr}=-\beta-\frac{\lambda'}{2\lambda}
+\frac{\lambda'(G^2-\lambda^2)}{4\lambda^2kT}.
\end{equation}
The last term follows from $\partial_\lambda[(G-\lambda)^2/\lambda]=1-G^2/\lambda^2$. Setting the sum to zero at contact and multiplying by $4\lambda^2kT/\lambda'$ gives
\begin{equation}
G^2=\lambda^2+\frac{4\lambda^2kT\beta}{\lambda'}+2\lambda kT .
\end{equation}
With $\lambda'(\sigma)=0.1553$ eV/\AA\ the three terms are 1.924, 1.273 and 0.071 eV$^2$, so $G=1.81$ eV. Above this value the local rate increases on leaving contact. With the quantum mode the corresponding point, found numerically, is 2.27 eV.

The half-fall moves from 2.18 to 2.52 eV, a gain of 0.34 eV. The change of reaction distance is visible in the quantum-mode model: at $G=2.5$ eV the mean quenching distance is 10.1 \AA\ with $\lambda_s(r)$, but 8.4 \AA\ with $\lambda_s$ fixed. The gain is limited, because $\lambda_s$ saturates while the coupling keeps decaying.

\subsection{Vibronic channels}

To see how a quantum mode softens the inverted side, write each Gaussian in (\ref{rate}) as a Fourier integral and sum over $v$. With $\Delta=G-\lambda_s$,
\begin{equation}
k=V^2\int_{-\infty}^{\infty}dt\,
\exp\left[i\Delta t-\lambda_skTt^2+S(e^{-i\omega t}-1)\right].
\end{equation}
At $t=i\tau$ the exponent is
\begin{equation}
f(\tau)=-\Delta\tau+\lambda_skT\tau^2+S(e^{\omega\tau}-1).
\end{equation}
Its stationary point dominates the integral at leading order. There
\begin{equation}
\Delta=2\lambda_skT\tau+S\omega e^{\omega\tau},\qquad
\frac{d\ln k}{dG}\simeq-\tau ,
\label{saddle}
\end{equation}
since $f$ is stationary in $\tau$ and only its explicit dependence on $\Delta$ contributes.

Expanding the exponential in $f$ shows two effects. The quadratic term gives the mode a variance $S\omega^2=0.060$ eV$^2$, from zero-point motion, instead of the classical $2S\omega kT=0.015$ eV$^2$. The higher terms, positive for $\tau>0$, raise the rate further once $G$ is well beyond the peak, at contact by a factor of 1.3 at 2.2 eV and 2.5 at 2.5 eV: several quanta can take up the excess energy.

At contact and $G=2.2$ eV, $\Delta=1.113$ eV and (\ref{saddle}) gives $\tau\approx5.1$ eV$^{-1}$. The computed logarithmic slope is $-5.4$ eV$^{-1}$; the difference comes from the prefactor $\sqrt{2\pi/f''}$ of the Gaussian integral about the stationary point. Since $d\tau/d\Delta=1/f''$, it adds $-f'''/(2f''^2)$ to the slope; with $f''=2\lambda_skT+S\omega^2e^{\omega\tau}=0.222$ eV$^2$ and $f'''=S\omega^3e^{\omega\tau}=0.033$ eV$^3$ this is about $-0.3$ eV$^{-1}$. The classical slope is $-(G-\lambda)/(2\lambda kT)=-11.4$ eV$^{-1}$, about twice as steep.

With $\lambda_s$ fixed, the quantum mode moves the half-fall of $k_q$ from 2.18 to 2.47 eV, a gain of 0.29 eV.

\subsection{All three together}

\begin{center}
\begin{tabular}{llcc}
$\lambda_s$ & inner mode & half-fall (eV) & $R_Q$ at 3 eV (\AA)\\
fixed & classical & 2.18 & $1.4\times10^{-5}$\\
$\lambda_s(r)$ & classical & 2.52 & 0.068\\
fixed & quantum & 2.47 & 0.27\\
$\lambda_s(r)$ & quantum & 2.74 & 1.7
\end{tabular}
\end{center}

The two molecular ingredients together gain 0.56 eV, slightly less than the sum of their separate gains, $0.335+0.288=0.62$ eV. By half-fall they are of similar weight; deep in the inverted region the quantum mode matters more.

For these parameters diffusion has the largest single effect; this depends on $k_m\gg k_D$, and with a hundredfold larger $D$ its delay shrinks to 0.14 eV. Removing it from the complete model brings the half-fall from 2.743 back to 1.936 eV, a loss of 0.81 eV. It also amplifies the other two: without diffusion they gain only $1.94-1.70=0.24$ eV. Half-fall of $k_a$ probes the rate near its maximum, whereas half-fall of $k_q$ probes its wing, where $k_a$ is down to about 1\% of its maximum and the molecular ingredients shift the curve more.

The complete model gives:

\begin{center}
\begin{tabular}{cccc}
$G$ (eV) & $\hbar k(\sigma)$ (eV) & $R_a$ (\AA) & $R_Q$ (\AA)\\
0.50 & $4.9\times10^{-5}$ & 6.4 & 3.5\\
0.75 & $4.6\times10^{-4}$ & 70 & 7.3\\
1.00 & $1.7\times10^{-3}$ & 323 & 8.7\\
1.50 & $2.7\times10^{-3}$ & 890 & 10.4\\
2.00 & $5.8\times10^{-4}$ & 368 & 10.6\\
2.50 & $3.5\times10^{-5}$ & 43 & 8.5\\
3.00 & $8.6\times10^{-7}$ & 2.0 & 1.7\\
3.50 & $1.0\times10^{-8}$ & 0.047 & 0.047
\end{tabular}
\end{center}

Between 1.5 and 2.5 eV the contact rate falls 76-fold, while $k_q$ falls by 18\%. At $G=2.2$ eV the logarithmic slope of $k_q$ is $-0.32$ eV$^{-1}$, seventeen times smaller than that of the contact rate. Two effects combine here. The growth of $\lambda_s$ with distance already softens the fall without diffusion: between 1.5 and 2.5 eV $R_a$ drops only about 21-fold. Diffusion then compresses what remains, through the weight $n^2$ in (\ref{sens}).

The peak, at $G=1.82$ eV, has $R_Q=10.7$ \AA, or $k_q=2.5\times10^{10}$ M$^{-1}$s$^{-1}$. It exceeds $k_D$ because transfer occurs beyond contact. The plateau is not strictly flat: from 0.75 to 2.5 eV $k_q$ varies by a factor of about 1.5, or 0.17 decades. On the logarithmic scale used for rate constants this looks level.

\section{Where the plateau ends}

If the available driving forces stop at 2.5 eV, the last point still has 79\% of the peak rate constant, a fall of only 0.1 decade. At 3 eV $k_q$ is down to 16\% of its peak. At 3.5 eV $R_Q$ practically equals $R_a$: diffusion no longer limits the reaction, and $k_q$ shows the inversion of $k_a$ without compression.

The length of the plateau therefore depends on conditions. A hundredfold larger $D$ brings the half-fall down to 2.08 eV; a tenfold smaller $D$ moves it up to 3.04 eV. Partners held at a fixed distance have no diffusive supply step, and their rate is (\ref{rate}) itself: at contact it peaks at 1.33 eV and has halved by 1.75 eV. Weaker coupling lowers $k_m/k_D$ and shortens the plateau.

The golden rule may overestimate fast transfer near contact, where solvent motion can become limiting. Replacing $k$ by $k/(1+k/k_c)$ with $\hbar k_c=10^{-3}$ eV changes $R_Q$ at the peak driving force from 10.73 to 10.70 \AA. The plateau height there is thus insensitive to such a ceiling, as (\ref{sens}) leads one to expect for a depleted region. The numerical check accompanying these notes tests the local rate, the radius equation, the limiting laws and the ordering of the half-fall points.

\section*{Calculated quantities}
\begin{verbatim}
sphere radii 3.5 A, contact sigma 7.0 A
eps_op 1.8, eps_s 37.0, Pekar factor 0.5285
T 298 K, kT 0.02568 eV; e^2 14.3996 eV A
V0 0.02 eV, beta 1.0 1/A, hbar*D 2.0e-04 eV A^2
omega 0.2 eV, S 1.5, inner lam 0.30 eV
lam_s(7 A) = 1.087 eV
lam_s(8 A) = 1.223 eV
lam_s(9 A) = 1.329 eV
lam_s(10 A) = 1.413 eV
lam_s(12 A) = 1.540 eV
lam_s(infinity) = 2.174 eV
slope of lam_s at contact 0.1553 eV/A
G/eV | contact hbar*k/eV | activation radius/A | RQ/A | mean r/A
0.25 | 1.874e-06 | 0.223 | 0.2167 | 7.53
0.50 | 4.887e-05 | 6.383 | 3.516 | 7.60
0.75 | 4.575e-04 | 69.99 | 7.281 | 7.95
1.00 | 1.698e-03 | 323.4 | 8.656 | 8.88
1.50 | 2.660e-03 | 889.9 | 10.38 | 10.63
2.00 | 5.802e-04 | 367.7 | 10.6 | 10.97
2.50 | 3.516e-05 | 43.26 | 8.478 | 10.11
3.00 | 8.560e-07 | 2.04 | 1.719 | 10.16
3.50 | 1.038e-08 | 0.04692 | 0.04673 | 10.74
mean r at G=2.5 eV, fixed lam: 8.41 A
contact rate: peak G 1.334 eV, hbar*k 2.992e-03 eV, half-fall 1.752 eV
full model: half-rise G 0.590 eV, peak G 1.817 eV
full model: peak RQ 10.729 A = 2.467e+10 /(M s)
full model: kq(2.5 eV)/kq(peak) = 0.790
contact rate, peak over value at kq half-fall: 469.8
model: half-fall G of kq/eV, RQ at 3 eV/A
  fixed lam, classical mode: 2.180, 1.443e-05
  running lam, classical mode: 2.515, 6.844e-02
  fixed lam, quantum mode: 2.468, 2.696e-01
  running lam, quantum mode: 2.743, 1.719e+00
half-fall G, activation only 1.936 eV
half-fall G, D x 100: 2.075 eV; D x 0.1: 3.038 eV
fixed classical: lam 1.387 eV, km/kD 174.4, Gc 2.245 eV, RQ(Gc) 3.895 A
rate maximum leaves contact: classical 1.808 eV, quantum 2.267 eV
exponential sink, k0/D 20 and 200 1/A^2: RQ 11.150 and 13.453 A
at G=2.2 eV: dln(kq)/dG -0.319 1/eV, dln(k contact)/dG -5.422 1/eV
local hbar*k capped at 1.0e-03 eV: peak-G RQ 10.696 A
\end{verbatim}
